\section*{When the state lifetime is the transport relaxation time in a metal}

\section{What the lifetime leaves out}

\textbf{Q.} I can compute how long an electron stays in a Bloch state. Why may I not put that time directly into the resistivity?

\textbf{A.} The lifetime counts departures, while the current also depends on arrivals. Take a uniform metal with one spin-degenerate band, a weak steady field $\mathbf E$, electron charge $-e$, and elastic, spin-conserving scattering. For $N$ atoms, abbreviate the sum over final states of equal energy as
\begin{equation}
\int_{k'}X(k')\equiv\frac1N\sum_{k'}\delta(\varepsilon_{k'}-\varepsilon_k)X(k').
\end{equation}
The golden rule gives a kernel $W(k,k')$ proportional to a squared matrix element of a Hermitian perturbation, so $W(k,k')=W(k',k)$. The products of occupations in the exclusion factors then cancel:
\begin{equation}
f'(1-f)-f(1-f')=f'-f .
\end{equation}
Write $f=f_0+\delta f$. Since $\nabla_kf_0=\hbar\mathbf v\,\partial f_0/\partial\varepsilon$, the steady Boltzmann equation to first order in the field is
\begin{equation}
e\mathbf E\cdot\mathbf v\left(-\frac{\partial f_0}{\partial\varepsilon}\right)
=\int_{k'}W(k,k')\,[\delta f(k')-\delta f(k)] .
\end{equation}
Set $\delta f=-e\mathbf E\cdot\boldsymbol\Lambda\,(-\partial f_0/\partial\varepsilon)$. The energy derivative is the same at $k$ and $k'$ and divides out, leaving
\begin{equation}
\mathbf v(k)=\Gamma(k)\boldsymbol\Lambda(k)-\int_{k'}W(k,k')\boldsymbol\Lambda(k'),
\qquad \Gamma(k)=\int_{k'}W(k,k').
\label{balance}
\end{equation}
The lifetime is $\tau=1/\Gamma$, and $\boldsymbol\Lambda$ is a vector mean free path. The integral containing $\boldsymbol\Lambda(k')$ is the in-scattering term. Using the lifetime alone means dropping it.

\section{The cancellation and its conditions}

\textbf{Q.} Copper has an inversion centre. Is that enough to remove the term?

\textbf{A.} No. If the scatterers also respect inversion, at least on average, then
\begin{equation}
\mathbf v(-k)=-\mathbf v(k),\qquad W(-k,-k')=W(k,k').
\end{equation}
The second relation reverses both wavevectors. It makes the lifetime even, as relabelling $k'\to-k'$ shows:
\begin{equation}
\Gamma(-k)=\int_{k'}W(-k,-k')=\int_{k'}W(k,k')=\Gamma(k).
\end{equation}
A further property of the scatterer, evenness in the final wavevector alone, is sufficient for the cancellation:
\begin{equation}
W(k,k')=W(k,-k').
\label{even}
\end{equation}
Insert the trial solution $\boldsymbol\Lambda=\mathbf v\tau$ and relabel $k'\to-k'$:
\begin{align}
\mathbf I(k)&=\int_{k'}W(k,k')\mathbf v(k')\tau(k')\nonumber\\
&=\int_{k'}W(k,-k')[-\mathbf v(k')]\tau(k')=-\mathbf I(k).
\end{align}
Hence $\mathbf I=0$. Electrons do arrive in state $k$, but those coming from $k'$ and $-k'$ bring opposite contributions. Equation \eqref{balance} reduces to $\mathbf v=\Gamma\mathbf v\tau$, which is satisfied.

\textbf{Q.} Could another solution carry a different current?

\textbf{A.} Let $\chi$ be the difference between two solutions, for one Cartesian component. It obeys $\Gamma\chi=\int_{k'}W\chi'$. Multiply by $\chi$, integrate over the shell, and use the symmetry of $W$:
\begin{equation}
0=\int_k\int_{k'}W\chi(\chi-\chi')
=\frac12\int_k\int_{k'}W(\chi-\chi')^2 .
\end{equation}
If scattering connects the whole shell, $\chi$ is constant. A constant would change the number of electrons on that shell, so particle conservation sets it to zero.

Under \eqref{even} the lifetime is also a relaxation time in the literal sense. With the field off, an odd disturbance has no in-scattering under \eqref{even}, and it decays as $\delta f(k,t)=\delta f(k,0)e^{-t/\tau(k)}$. It remains odd because $\tau$ is even. The time may differ from state to state, so there need not be one relaxation time for the metal.

At temperatures low enough to replace $-\partial f_0/\partial\varepsilon$ by $\delta(\varepsilon-E_F)$, the current $-2e\sum_k\mathbf v\,\delta f/(N\Omega)$ gives
\begin{equation}
\sigma_{xx}=\frac{2e^2}{\Omega}\int_k v_x\Lambda_x
=\frac{2e^2}{\Omega}\int_k v_x^2\tau ,
\label{sigma}
\end{equation}
where $\Omega$ is the volume per atom and the shell is now the Fermi surface. The last form uses \eqref{even}. Under that condition the lifetime form is exact within the linear Boltzmann equation for a uniform bulk metal.

\textbf{Q.} Is evenness also necessary?

\textbf{A.} No. The requirement is only $\int_{k'}W\mathbf v'\tau'=0$. On a spherical Fermi surface, take $W=a+bP_3(\cos\theta)$ with $|b|<a$, where $\theta$ is the scattering angle. This kernel is not even, yet $\tau$ is constant and $P_3$ is orthogonal to the velocity, which has angular momentum one. The in-scattering term vanishes again.

\section{Which defects qualify}

\textbf{Q.} What must a defect do to scatter equally into $k'$ and $-k'$?

\textbf{A.} Split its amplitude into parts even and odd in $k'$, $A=A_e+A_o$. Reversing $k'$ changes the sign of $A_o$, so
\begin{equation}
|A_e+A_o|^2-|A_e-A_o|^2=4\,\mathrm{Re}(A_e^*A_o).
\end{equation}
The preference for one direction is an interference between the two parities. If one part is absent, the rate is even.

Consider an fcc crystal with one $s$ orbital per atom and hopping $t$ to the 12 neighbours at $\mathbf d$, so that $\varepsilon=-t\sum_{\mathbf d}\cos\mathbf k\cdot\mathbf d$. An on-site energy shift $U_0$ has $A=U_0$, which is even. A defect that strengthens two opposite bonds $\pm\mathbf d$ by $\delta$ has
\begin{align}
A&=-\delta\sum_{\pm}\left(e^{\pm i\mathbf k\cdot\mathbf d}+e^{\mp i\mathbf k'\cdot\mathbf d}\right)\nonumber\\
&=-2\delta\,(\cos\mathbf k\cdot\mathbf d+\cos\mathbf k'\cdot\mathbf d),
\end{align}
also even, although it depends on direction. Repeated scattering from one such defect does not spoil this. The last action of the perturbation leaves the electron in a combination of the orbital at the centre and the symmetric pair at $\pm\mathbf d$, and the overlap of either with a plane wave is even in $k'$.

\textbf{Q.} Can you put numbers on such a metal?

\textbf{A.} I take a half-filled band with lattice constant 0.36 nm and $t=0.70$ eV, 1\% of on-site impurities with $U_0=0.50$ eV, and 2\% of bond defects with $\delta=0.25$ eV, spread equally over the six bond axes. Defects scatter independently, so
\begin{equation}
W=\frac{2\pi}{\hbar}\sum_s c_s|A_s|^2 ,
\end{equation}
where $c_s$ is the concentration of type $s$.

For one probe state with $v_x=1.178$ nm/fs, the weighted sum of $|A|^2$ is 13015 meV$^2$ both for $k\to k$ and for $k\to-k$. On-site impurities supply $0.01\times(500\ \mathrm{meV})^2=2500$ meV$^2$ of it, and bond defects the rest.

The full equation \eqref{balance}, solved for 2134 states with rates built from the real-space perturbations, differs from $v_x\tau$ by $4\times10^{-15}$ of the largest path. That is rounding error. The lifetime nevertheless varies from 63 to 82 fs over the Fermi surface.

The resistivity can be followed by hand. The density of states is $D=\int_k1=0.1864$ eV$^{-1}$ per spin and atom, the rms speed is 0.856 nm/fs, the mean lifetime is 71.8 fs, and $\Omega=(0.36\ \mathrm{nm})^3/4=0.01166$ nm$^3$. Cubic symmetry replaces $v_x^2$ by $v^2/3$. If speed and lifetime were uncorrelated,
\begin{align}
\sigma&\approx\frac{2e^2}{0.01166\ \mathrm{nm^3}}\,
\frac{0.1864\times0.856^2\times71.8}{3}\ \frac{\mathrm{nm^2}}{\mathrm{eV\,fs}}\nonumber\\
&\approx9.0\times10^7\ \mathrm{S/m},
\end{align}
or 1.11 $\mu\Omega\,$cm. Equation \eqref{sigma}, with the product averaged state by state, gives 1.08 $\mu\Omega\,$cm. The lower value means that, on this Fermi surface, $v^2$ and $\tau$ are positively correlated. These shell averages replace the delta function by a Gaussian of width 0.14 eV. Narrowing it shifts them by up to 0.3\%, about one unit in the last digit shown: the mean lifetime moves from 71.8 to 71.9 fs, and the total resistivity quoted below from 6.30 to 6.29 $\mu\Omega\,$cm.

\section{Two ways to lose the cancellation}

\textbf{Q.} Suppose the impurity potential reaches the neighbouring atoms. The defect is still centrosymmetric.

\textbf{A.} Then inversion holds but evenness fails. With a shift $U_1$ on each neighbour,
\begin{align}
A&=U_0+U_1\sum_{\mathbf d}\cos[(\mathbf k-\mathbf k')\cdot\mathbf d],\nonumber\\
A_e&=U_0+U_1\sum_{\mathbf d}\cos\mathbf k\cdot\mathbf d\,\cos\mathbf k'\cdot\mathbf d,\nonumber\\
A_o&=U_1\sum_{\mathbf d}\sin\mathbf k\cdot\mathbf d\,\sin\mathbf k'\cdot\mathbf d .
\end{align}
For positive $U_0$ and $U_1$, both parts are non-negative at $k'=k$, so forward scattering is at least as strong as scattering to $-k$. Such events end a lifetime but barely disturb the current. With $U_0=0.50$ eV and $U_1=0.10$ eV, and no other defects, the true resistivity is 0.65 of the lifetime value.

\textbf{Q.} My lines run at room temperature. What do vibrations do?

\textbf{A.} In the simplest model each atom is displaced independently by a slowly varying $\mathbf u$, with $\langle u_iu_j\rangle=u^2\delta_{ij}$. Let $b$ be the bond length and let hopping fall as the inverse square of distance. Moving the central atom changes the distance to the neighbour at $\mathbf d$ by $-\hat{\mathbf d}\cdot\mathbf u$, and hence the hopping by $+(2t/b)\hat{\mathbf d}\cdot\mathbf u$. This change is odd in $\mathbf d$, so only the sines survive:
\begin{align}
A&=-\frac{2t}{b}\sum_{\mathbf d}(\hat{\mathbf d}\cdot\mathbf u)
\left(e^{i\mathbf k\cdot\mathbf d}+e^{-i\mathbf k'\cdot\mathbf d}\right)\nonumber\\
&=-i\frac{2t}{b}\mathbf u\cdot[\mathbf w(k)-\mathbf w(k')],
\qquad \mathbf w=\sum_{\mathbf d}\hat{\mathbf d}\sin\mathbf k\cdot\mathbf d .
\end{align}
Differentiating the band energy gives $\hbar\mathbf v=tb\,\mathbf w$, or $\mathbf w=\kappa\mathbf v$ with $\kappa=\hbar/(tb)$. Averaging over displacements,
\begin{equation}
W_{\rm th}=B\kappa^2|\mathbf v-\mathbf v'|^2,
\qquad B=\frac{2\pi}{\hbar}\left(\frac{2tu}{b}\right)^2 .
\end{equation}
Scattering now favours reversal of the velocity. With the 300 K displacement given below, the thermal $|A|^2$ of the probe state is zero for $k\to k$ and about $9.9\times10^4$ meV$^2$ for $k\to-k$.

\textbf{Q.} Can the in-scattering still be handled in closed form?

\textbf{A.} Yes, even with the earlier defects present. Expand $|\mathbf v-\mathbf v'|^2=v^2+v'^2-2\mathbf v\cdot\mathbf v'$. For an odd $\Lambda_x$, the first two terms integrate to zero, as does the defect kernel. In the last term, cubic symmetry leaves only the $x$ component:
\begin{equation}
v_x=\Gamma\Lambda_x+2B\kappa^2v_xS,\qquad S=\int_{k'}v'_x\Lambda'_x .
\end{equation}
Here $\Gamma$ is the total rate. Thus $\Lambda_x=g\tau v_x$ with $g=1-2B\kappa^2S$. Define $M=\int_kv_x^2\tau$. Then $S=gM$, and
\begin{equation}
g=1-2B\kappa^2gM\quad\Rightarrow\quad
\frac1g=1+2B\kappa^2M .
\label{g}
\end{equation}
The conductivity is $g$ times the lifetime value, so the resistivity is $1/g$ times it. As a limiting case, take constant speed and thermal scattering alone. The cross term drops out of $\Gamma$, giving $\Gamma=2B\kappa^2v^2D$, while $M=v^2D/(3\Gamma)$. Therefore $2B\kappa^2M=1/3$ and $1/g=4/3$.

For Einstein vibrations of 20 meV, mass 63.5 u and 300 K, the classical displacement $u=\sqrt{k_BT/(m\omega^2)}$ is 6.52 pm along each axis. Thermal scattering alone gives 3.93 $\mu\Omega\,$cm from lifetimes and 5.15 $\mu\Omega\,$cm from the full solution, a ratio of 1.31. With the defects included, the values are 5.08 and 6.30 $\mu\Omega\,$cm, a ratio of 1.24.

\textbf{Q.} The difference is 1.22 both times. Is that a coincidence?

\textbf{A.} No. The lifetime resistivity is $\rho_\tau=\Omega/(2e^2M)$. Multiplying by \eqref{g} gives
\begin{equation}
\rho=\rho_\tau+\frac{\Omega}{2e^2M}\,2B\kappa^2M
=\rho_\tau+\frac{\Omega B\kappa^2}{e^2}.
\end{equation}
The added term contains no lifetime. In this model even defects dilute the relative error of the lifetime formula without changing its absolute size.

\section{From the model to a copper line}

\textbf{Q.} How far should I trust this for a real interconnect?

\textbf{A.} Copper at room temperature has a resistivity of roughly 1.7 $\mu\Omega\,$cm and a mean free path of roughly 40 nm. The model's defect-only path, 60 nm, is of that order, but its thermal resistivity is about three times too large for copper. A total of 3\% defects is also far more than in nearly pure copper. The model omits $d$ states and correlations between atomic displacements, so its factor 1.31 should not be carried over to copper. Nor do even defects dominate in the model at room temperature: at 300 K, with the defects held fixed, the resistivity rises from 1.08 to 6.30 $\mu\Omega\,$cm, and lifetimes alone would miss 19\% of the latter.

\textbf{Q.} What about your elastic and golden-rule approximations?

\textbf{A.} For a vibration of energy $\hbar\omega$, let $n$ be its Bose occupation and $x=\hbar\omega/k_BT$. Absorption has a squared displacement $\hbar n/(2m\omega)$ and an electron factor $\int f_0(\varepsilon)[1-f_0(\varepsilon+\hbar\omega)]\,d\varepsilon=\hbar\omega(n+1)$. Emission contributes equally by detailed balance. The classical elastic value is the squared displacement $k_BT/(m\omega^2)$ times $\int f_0(1-f_0)\,d\varepsilon=k_BT$. Relative to it, the thermally averaged scattering, absorption plus emission, is
\begin{equation}
x^2n(n+1)=\left[\frac{x/2}{\sinh(x/2)}\right]^2=0.952
\end{equation}
here, if the electronic structure is constant over $\hbar\omega$. This is a 5\% reduction. Treating repeated scattering from each defect lowers the defect resistivity by roughly 15\% from its golden-rule value, while the rates stay even.

\textbf{Q.} And if the line is only 20 nm thick?

\textbf{A.} Consider a film of thickness $h$ whose surfaces emit electrons with no memory of the field. The balance gains a term $v_z\,\partial\Lambda_x/\partial z$. If in-scattering is dropped, electrons leaving the surface $z=0$ have
\begin{equation}
\Lambda_x=v_x\tau(1-e^{-z/\ell}),\qquad \ell=|v_z|\tau,
\end{equation}
and averaging over the thickness multiplies their contribution to \eqref{sigma} by $1-(\ell/h)(1-e^{-h/\ell})$. Those leaving the other surface give the same factor. For a (001) film with $h=20$ nm, current along [100] and even defects alone, the estimated resistivity is about 1.6 times the bulk value, or roughly 1.75 $\mu\Omega\,$cm. This value belongs to one orientation of a non-spherical Fermi surface and should not be carried over to copper. The same estimate gives about 3.1 for a (111) film with current along $[1\bar10]$, 2.0 or 3.6 for a (110) film with current along [001] or $[1\bar10]$, and 2.3 for a spherical Fermi surface with the same 60 nm path.

It is an estimate because the cancellation has lost its premise. At a surface, arriving electrons carry the field's imprint and departing ones do not, so the distribution is no longer odd in $k$. Equation \eqref{even} then does not remove in-scattering. With the bulk distribution arriving at one surface, the omitted term has an rms size of about 2\% of the driving term $v_x$. That measures the local omission, not the resulting error in the film resistance. Grain boundaries are not included. The numerical output lists the bulk values and the (001) film estimate.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant: 0.36 nm
hopping: 0.70 eV
on-site impurities: 1.0 %, shift 0.50 eV
bond defects: 2.0 %, change 0.25 eV
Fermi energy above band bottom: 9.04 eV
density of states per spin and atom: 0.1864 1/eV
rms Fermi speed: 0.856 nm/fs
defect lifetime, shortest: 63.1 fs
defect lifetime, longest: 81.6 fs
defect lifetime, shell mean: 71.8 fs
defect mean free path: 60.3 nm
defect resistivity: 1.082 micro-ohm cm
change with coarser grid: 0.24 %
states in full Boltzmann solution: 2134
in-scattering / driving term, even rates: 4.2e-17
full solution minus v*tau, relative: 4.3e-15
undamped modes: 1
probe state x-velocity: 1.178 nm/fs
defects, k to k, weighted |A|^2: 13015.0 meV^2
defects, k to -k, weighted |A|^2: 13015.0 meV^2
thermal, k to k, |A|^2: 0.0 meV^2
thermal, k to -k, |A|^2: 98553.0 meV^2
impurity tail on each neighbour: 0.10 eV
tail impurity, true/lifetime resistivity: 0.65
temperature: 300 K
Einstein energy: 20 meV
atomic mass: 63.5 u
rms displacement per axis: 6.52 pm
thermal lifetime, shell mean: 23.3 fs
thermal resistivity, lifetime: 3.93 micro-ohm cm
thermal resistivity, true: 5.15 micro-ohm cm
thermal true/lifetime ratio: 1.310
defects+thermal, lifetime: 5.08 micro-ohm cm
defects+thermal, true: 6.30 micro-ohm cm
defects+thermal true/lifetime ratio: 1.240
inelastic/elastic thermal scattering: 0.952
beyond-Born/Born defect resistivity: 0.86
film thickness: 20 nm
film/bulk defect resistivity, estimate: 1.62
surface in-scattering / driving term, rms: 0.023
\end{verbatim}
